# Dipole shielding of an atom and multipole shielding of hydrogen, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The dipole factor from force balance

Before a nuclear moment is coupled to an applied electric field in a calculation, one must decide whether the applied value may be used at the nucleus. The electrons rearrange and add a field of their own there. For a neutral atom in a static uniform field, with a point nucleus and nonrelativistic electrons, this addition cancels the applied field to first order, so within that model using the applied value would give an energy where there should be none. The same result helps with a second decision, whether a basis set reproduces the induced field at the nucleus well enough: the dipole answer is known in advance, and a computed value can be compared with it.

### Setting and sign conventions

The nucleus is a point charge $Ze$ clamped at the origin, with $e>0$. There are $N$ electrons of charge $-e$ and mass $m$, treated without relativity. Without an applied field the Hamiltonian is

$$H_0=T+V+U,\qquad T=\sum_i\frac{\mathbf p_i^2}{2m},$$

$$V=-\sum_i\frac{Ze^2}{4\pi\varepsilon_0 r_i},\qquad U=\sum_{i<j}\frac{e^2}{4\pi\varepsilon_0|\mathbf r_i-\mathbf r_j|}.$$

The applied potential is a single multipole,

$$\phi_{\rm ext}=-G_l\,r^lP_l(\cos\theta),\qquad l\ge1 .$$

For $l=1$ it is $-Ez$ with $E=G_1$, a uniform field $E$ along $+z$. Close to the nucleus the first-order change of the electron density produces a potential of the same form, and the shielding factor $\gamma_l$ is defined by

$$\phi_{\rm ind}=+\gamma_lG_l\,r^lP_l(\cos\theta)\qquad(r\to0).$$

The total is $-(1-\gamma_l)G_lr^lP_l$. A positive $\gamma_l$ therefore means that the electrons oppose the applied multipole. For $l=1$ their field at the nucleus is $E_{\rm el}=-\gamma_1E$.

**Assumptions for the dipole theorem.** The field-free state $\psi_0$, with energy $E_0$, is a normalized bound state of definite parity. Its energy is isolated and has no degeneracy apart from spin, on which neither $H_0$ nor the applied field acts. The state has the usual cusps where charged particles meet and decays exponentially at large distance. The field is static, and only the response linear in $E$ is considered.

The last condition is needed for more than convenience. In a uniform field the potential energy of an electron falls without limit in one direction, so the atom can ionize by tunnelling and has no strictly bound state. The first-order correction $\psi_1$ is nevertheless a well-defined, normalizable function, and the theorem concerns that function.

**Theorem 1.** Under these assumptions,

$$\gamma_1=\frac NZ .$$

The force on the clamped nucleus, to first order in the field, is $(Z-N)eE$.

### The argument in terms of forces

In a stationary state the mean total force on the electrons is zero. The applied field contributes $-NeE$. The forces between electrons cancel in pairs. The nucleus must therefore pull the electrons with the force $+NeE$. By reaction the electrons pull the nucleus with $-NeE$, and dividing by the nuclear charge gives the field $-NE/Z$.

This contains the physics, but it speaks of a stationary state that does not strictly exist. The proof below obtains the same balance from the first-order equation.

### Lemma 1: the electronic field is a mean force

An electron at $\mathbf r_i$ produces at the origin the field

$$\frac{-e}{4\pi\varepsilon_0}\,\frac{\mathbf 0-\mathbf r_i}{r_i^3}=\frac{e\,\mathbf r_i}{4\pi\varepsilon_0r_i^3}.$$

It points towards the electron, as it must for a negative charge. On the other hand, since $\partial(1/r_i)/\partial z_i=-z_i/r_i^3$,

$$\frac{\partial V}{\partial z_i}=\frac{Ze^2z_i}{4\pi\varepsilon_0r_i^3}.$$

Define $F=\sum_i\partial V/\partial z_i$. Comparison of the two expressions gives

$$E_{\rm el}=\frac{\langle F\rangle_1}{Ze},$$

where the subscript 1 denotes the part of a mean value linear in the applied field. The field-free part vanishes, because $F$ is odd under inversion and $\psi_0$ has definite parity. $\square$

### Lemma 2: the singular points leave no surface term

The proof moves $H_0$ from one side of a matrix element to the other, past a function differentiated by the total momentum

$$P_z=-i\hbar\sum_i\frac{\partial}{\partial z_i}.$$

Differentiation sharpens the cusp at the nucleus, so this move has to be justified. Cut a sphere of radius $\epsilon$ around $\mathbf r_i=0$. For two functions $g$ and $h$, integrating the kinetic energy by parts leaves on this sphere a term whose magnitude is

$$\frac{\hbar^2}{2m}\left|\oint\left(g^*\frac{\partial h}{\partial n}-h\frac{\partial g^*}{\partial n}\right)dS\right| .$$

Near the nucleus a wave function behaves as $c+\mathbf b\cdot\mathbf r_i+c'r_i$ plus smaller terms. Its $z_i$ derivative behaves as $b_z+c'z_i/r_i$. This is bounded, and its gradient grows no faster than $1/r_i$. The surface integrand is thus at most of order $1/\epsilon$, the area is $4\pi\epsilon^2$, and the product vanishes with $\epsilon$.

Where two electrons meet, the cusp depends on their separation. The total momentum differentiates with respect to the position of the pair as a whole, so it does not sharpen that cusp; the gradients stay bounded and the surface term is of order $\epsilon^2$. Points where more particles meet are taken to be no more singular than these, as part of the assumption of usual cusps. The exponential decay removes the surface at infinity. $\square$

### Proof of Theorem 1

The energy of a charge $-e$ in the potential $-Ez$ is $+eEz$, so the perturbation is

$$W=eE\sum_iz_i .$$

Its mean value in $\psi_0$ vanishes by parity, and there is no first-order energy. The first-order equation is

$$(H_0-E_0)\psi_1=-W\psi_0 .$$

It has a normalizable solution because $E_0$ is isolated and the right side is orthogonal to $\psi_0$.

Next consider the commutator of $P_z$ with $H_0$. The kinetic energy commutes with momentum. For each pair of electrons,

$$\left(\frac{\partial}{\partial z_i}+\frac{\partial}{\partial z_j}\right)\frac1{|\mathbf r_i-\mathbf r_j|}=0,$$

because the distance does not change when both electrons move together. Only $V$ remains:

$$[P_z,H_0]=-i\hbar F .$$

The linear part of the mean value of this operator is

$$-i\hbar\langle F\rangle_1=\langle\psi_0|[P_z,H_0]|\psi_1\rangle+\langle\psi_1|[P_z,H_0]|\psi_0\rangle .$$

In the first term, $H_0$ standing on the left acts on $\psi_0$ and gives $E_0$, by Lemma 2. With the first-order equation,

$$\langle\psi_0|P_zH_0-H_0P_z|\psi_1\rangle=\langle\psi_0|P_z(H_0-E_0)|\psi_1\rangle=-\langle\psi_0|P_zW|\psi_0\rangle .$$

In the second term, $H_0$ standing on the right acts on $\psi_0$, and the other $H_0$ is moved onto $\psi_1$:

$$\langle\psi_1|P_zH_0-H_0P_z|\psi_0\rangle=-\langle(H_0-E_0)\psi_1|P_z\psi_0\rangle=+\langle\psi_0|WP_z|\psi_0\rangle .$$

The plus sign comes from the minus sign in the first-order equation. The sum is a commutator, and $[z_i,p_{z,j}]=i\hbar\delta_{ij}$ gives one contribution for each electron:

$$-i\hbar\langle F\rangle_1=\langle\psi_0|[W,P_z]|\psi_0\rangle=i\hbar NeE .$$

Hence $\langle F\rangle_1=-NeE$. Lemma 1 turns this into

$$E_{\rm el}=-\frac NZE,\qquad \gamma_1=\frac NZ .$$

The force on the nucleus is $Ze(E+E_{\rm el})=ZeE-NeE=(Z-N)eE$. $\blacksquare$

### What the theorem says in limiting cases

For a neutral atom the linear field at the nucleus is zero, as it must be if no force is needed to hold the nucleus. For a positive ion part of the field remains, and the clamp balances the force on the ion's net charge. For a stable negative ion $N>Z$, so the total field at the nucleus points against the applied one. For a bare nucleus $N=0$ and there is no shielding.

As an example, take Li$^+$, with $N=2$ and $Z=3$, in a field of $1.00\times10^7$ V/m. The remaining field is

$$\left(1-\frac23\right)\times1.00\times10^7\ {\rm V/m}=3.33\times10^6\ {\rm V/m}.$$

The nuclear charge is $3e$, so the force is $3e\times E/3=eE=1.602\times10^{-12}$ N. This is also the force on a single free charge $e$ in the applied field.

**Remark on the clamp.** If the nucleus of an ion is released, the ion accelerates, and part of the nuclear pull must accelerate the electrons. Let $M$ be the nuclear mass and suppose that the electrons follow the nucleus with the same mean acceleration $A=(Z-N)eE/(M+Nm)$. Newton's law for the electrons reads $NmA=-NeE+K$, where $K$ is the pull of the nucleus. Hence

$$K=NeE\left[1+\frac{m(Z-N)}{M+Nm}\right].$$

In this description the correction is of the order of the ratio of electron to nuclear mass, and it vanishes for a neutral atom.

### Proposition 1: approximate wave functions that keep the balance

Let a family of trial functions contain, with each function, the function obtained by shifting all electrons together. Let a state $\psi$ of this family make the energy stationary in the applied field, at least through first order in $E$. Then $\gamma_1=N/Z$ for this approximate state as well.

**Proof.** Shift all electrons by $d$ along $z$. The mean values of $T$ and $U$ do not change. The mean value of $V$ changes by $d\,\langle F\rangle$ to first order in $d$, and that of $W$ by $eENd$. Stationarity requires

$$\langle F\rangle+NeE=0,$$

and Lemma 1 gives the result. $\square$

Hartree-Fock theory without a restriction on its orbitals belongs to this class, since shifting every orbital of a determinant gives another determinant. A finite set of Gaussian functions fixed at the nucleus does not, because the shifted orbitals generally lie outside the set. Its deviation from $N/Z$ therefore says something about the set.

The Hartree-Fock calculations in the numerical check give 1.00000 for He, 0.66667 for Li$^+$, 0.99991 for Be and 0.79999 for B$^+$. The corresponding values of $N/Z$ are 1, 2/3, 1 and 4/5. These numbers were obtained with s and p functions in a finite field of 0.002 atomic units, so they include terms beyond linear order. For Be the deviation grows as $E^2$ (the value is 0.99965 at twice the field), and the strictly linear factor in the same basis is 1.00000. A comparison with $N/Z$ as a test of the basis should therefore use the linear response or an extrapolation to zero field.

For helium with correlation, in a basis of s, p and d functions, the factor is 0.997. Theorem 1 requires 1 for the full two-electron problem. The calculation includes all singlet pair states of its basis that the reflection symmetry of the problem allows, so the shortfall of 0.3 percent, relative to 1, is an effect of the finite basis. The value is not converged: adding three f shells raises it to 0.999, whereas enlarging the s and p sets from 10 to 14 exponents leaves it at 0.997. Most of the shortfall thus comes from missing angular functions.

The comparison has a limit as a quality check. Hartree-Fock theory gives the right factor for helium although it omits correlation: its energy, computed in a separate basis of s and p functions, is $-2.86166$ hartree, against $-2.90249$ hartree with correlation in the s, p, d basis (a value that drops by a further 0.0005 hartree when f functions are added). A wrong factor reveals a fault, but a right one does not establish the accuracy of other properties.

### Proposition 2: a frozen electron cloud breaks the balance

The cancellation of the forces between electrons requires that all electrons respond. Consider helium in a mean-field model where each electron moves in the nuclear potential energy $v=-Ze^2/(4\pi\varepsilon_0r)$ and in the repulsion $J(r)$ of the other electron's cloud. Hold $J$ at its field-free form. Then $\gamma_1>N/Z$.

**Proof.** The argument of Theorem 1, applied to one electron in the potential energy $v+J$, gives

$$\left\langle\frac{\partial v}{\partial z}\right\rangle_1+\left\langle\frac{\partial J}{\partial z}\right\rangle_1=-eE .$$

Adding the two electrons and dividing by $Ze$, as in Lemma 1, gives

$$\gamma_1=\frac2Z+\frac{2}{ZeE}\left\langle\frac{\partial J}{\partial z}\right\rangle_1 .$$

It remains to find the sign of the last term. If $q(r)$ is the fraction of the frozen cloud inside radius $r$, Gauss's law gives

$$\frac{\partial J}{\partial z}=-\frac{e^2q(r)}{4\pi\varepsilon_0}\frac{z}{r^3}.$$

Write the orbital as $u_0/(\sqrt{4\pi}\,r)$ with $u_0>0$, and its response as $u_1\cos\theta/(\sqrt{4\pi}\,r)$. For $E>0$,

$$(h_1-\epsilon_0)u_1=-eE\,r\,u_0 ,$$

where $h_1$ is the radial Hamiltonian for $l=1$ and $\epsilon_0$ the orbital energy. Multiply by the positive part $u_+$ of $u_1$ and integrate. The right side gives a number that is not positive. The left side is the mean value of $h_1-\epsilon_0$ in $u_+$. It is positive unless $u_+=0$, because $h_1$ exceeds the s-wave Hamiltonian by $\hbar^2/(mr^2)$ and $\epsilon_0$ is the lowest s-wave energy. Hence $u_1\le0$ everywhere. The density moves towards negative $z$ at every radius, so $\langle q z/r^3\rangle_1<0$ and $\langle\partial J/\partial z\rangle_1>0$. $\square$

The computed frozen-cloud factor for helium is 1.236, where the balance requires 1. The fixed cloud pushes the displaced electron outward, and the nucleus has to supply the additional pull.

## Part 2. All multipoles for the hydrogen atom

The symbols are those of Part 1. The nucleus has charge $Ze$ and is clamped at the origin; an electron has charge $-e$ and mass $m$. The applied potential is $\phi_{\rm ext}=-G_lr^lP_l(\cos\theta)$, and near the nucleus the response of the electrons adds $\phi_{\rm ind}=+\gamma_lG_lr^lP_l(\cos\theta)$. Force balance gave $\gamma_1=N/Z$ for $N$ electrons. The atom now has one electron and is in its ground state, with

$$\psi_0=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad a=\frac{a_0}{Z},\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.$$

**Theorem 2.** To first order in a static multipole field with $l\ge1$,

$$\gamma_l=\frac{2}{Z\,l(l+1)} .$$

For hydrogen, $Z=1$, this is $2/[l(l+1)]$.

For an atom with a clamped nucleus in a static uniform field, force balance has given the linear dipole shielding factor $\gamma_1=N/Z$, which approximate wave functions keep only under certain conditions. What remains is to prove Theorem 2, the formula just stated for every multipole in the one-electron ground state.
